How Long Must a Graphene Strip Be to Follow Its Substrate?

**Problem**

A graphene strip of length L lies flat on a thick polymer film and is held by adhesion on its lower face alone. Its two ends are free. The film is stretched along the strip, slowly and without reversal, from zero to the uniform strain e_s = 1.0 percent. The sheet is unstrained at the start. Its modulus, force per unit width divided by strain, is E = 340 N/m. The interface does not slip while the shear traction is below τ = 0.5 MPa; where it slips, the traction equals τ. What is the smallest L for which the centre of the strip reaches the strain of the film?

**Hints**

1. The film can pull on the sheet only through the interface. Cut the strip at its centre and ask which forces act on one half.
2. Write the force balance of a short element of the sheet. What is the tension at a free end?
3. Decide which way the film moves relative to the sheet on each side of the centre. This fixes the sign of the friction.
4. A force balance gives a length below which the centre cannot reach e_s. To show that this length suffices, find a strain profile that obeys the friction law everywhere.
5. One megapascal acting over one micrometre gives a force per width of 1 N/m.

**Solution**

*Force balance.* Put x = 0 at the centre, so that the ends are at x = ±L/2. Let e(x) be the strain of the sheet and N = E e its tension per unit width. Let t(x) be the traction that the film exerts on the sheet, positive towards +x. An element between x and x + dx feels N(x + dx) on its right side, −N(x) on its left side and t dx from below. In slow loading these add to zero:

N(x + dx) − N(x) + t dx = 0, hence dN/dx = −t.

*A lower bound on the length.* Integrate from the centre to the right end, where N(L/2) = 0:

N(0) = ∫₀^{L/2} t dx ≤ τL/2,

because the traction nowhere exceeds τ. If the centre is to have strain e_s, then N(0) = E e_s, and therefore

L ≥ 2E e_s/τ.

The factor 2 comes from the two halves of the strip, each of which needs its own stretch of interface. It does not count two faces.

*The bound can be reached.* Let u(x) be the displacement of the sheet. The film moves by e_s x, so the slip of the film relative to the sheet is

s(x) = e_s x − u(x), with ds/dx = e_s − e.

By symmetry s(0) = 0. Where the sheet is strained less than the film, s grows with x, so on the right side the film moves outward past the sheet and drags it outward: t = +τ. With d = L/2 − x, the distance from the right end, dN/dx = −τ becomes dN/dd = τ. Since N = 0 at d = 0,

e(d) = τd/E in the slipping zone.

This rises to e_s at the distance

d_s = E e_s/τ.

If d_s < L/2, the part further in can remain stuck. There e = e_s, the tension is uniform, and the force balance gives t = 0, which is below τ as sticking requires. In the slipping zone,

s(d) = ∫_d^{d_s} (e_s − τd′/E) dd′ = τ(d_s − d)²/(2E).

The last step uses e_s = τd_s/E. Since d_s grows with e_s, the slip increases throughout the loading, in agreement with the assumed direction of friction. The left half is the mirror image. The solution under monotonic loading is thus

e(d) = min(e_s, τd/E),

where d is the distance from the nearer end. The centre has d = L/2, so it reaches e_s when L/2 = d_s:

L_min = 2E e_s/τ.

*Numbers.* The tension needed at the centre is

E e_s = 340 N/m × 0.010 = 3.40 N/m.

The interface supplies 0.5 N/m per micrometre, so

d_s = 3.40/0.5 µm = 6.80 µm,

L_min = 2 × 6.80 µm = 13.6 µm, or about 14 µm.

At this length the two slipping zones meet at the centre, and only the midpoint has the full strain. A longer strip has a fully strained plateau of length L − L_min. A shorter strip slips over its whole length once e_s exceeds τL/(2E), and further stretching of the film no longer raises its strain. For L = 7 µm the centre stops at

0.5 × 7/(2 × 340) = 0.515 percent.

The slip at each end of the minimum-length strip follows from s(d) at d = 0:

s = τd_s²/(2E) = e_s d_s/2 = e_s L_min/4 = 34 nm.

*Corrections from the sheet.* Graphene softens slightly in tension. With N = E e + D e² and a rough D = −700 N/m, the centre tension falls from 3.40 to 3.33 N/m. The force balance still requires L = 2N/τ, which gives 13.3 µm.

The relation N = E e also assumes that the strip is free to contract sideways, as a sufficiently narrow one is. For the values used below, this means much narrower than about 2.5 µm, the width over which friction τ from both edges builds up the transverse force of a stuck sheet, about 0.63 N/m. A wide strip stuck to the film at its centre must instead take the film's transverse strain, −ν_s e_s. For an isotropic sheet with Poisson ratio ν, the lengthwise tension is then

N = E(e_s − νν_s e_s)/(1 − ν²) = E e_s(1 − νν_s)/(1 − ν²).

With rough values ν = 0.17 and ν_s = 0.35, and with all the friction acting lengthwise, the minimum length is 13.2 µm. These two corrections are separate estimates, each made with the other left out.

*Correction from the film.* The sheet pulls back on the film and reduces its surface strain around the centre of the strip. For a wide strip on a deep elastic film of Young modulus E_f, a tangential line force Q per unit width at position s′ produces at x the surface strain 2(1 − ν_s²)Q/[πE_f(s′ − x)]. This is the standard plane-strain result for a half-space. The film feels −τ on the right half and +τ on the left. With b = L_min/2 and 0 < x < b, the principal-value integral over both halves is

−τ ln[(b − x)/x] + τ ln[x/(b + x)] = τ ln[x²/(b² − x²)].

The change of surface strain is therefore

δe = [2(1 − ν_s²)τ/(πE_f)] ln[x²/(b² − x²)].

For a rough E_f = 3 GPa this is about −0.04 percent strain at x = 1 µm, or roughly 4 percent of e_s. The formula diverges logarithmically at x = 0, where the assumed traction jumps from −τ to +τ, so it serves as an estimate of size near the centre and not as a value at the midpoint.

In a longer strip the friction acts almost only within d_s of each end. The same integral, taken over these two zones, gives at the centre

δe = −[4(1 − ν_s²)τ/(πE_f)] ln[L/(L − L_min)].

The sheet is stuck there and follows the film surface. This reduction fades slowly with length: it falls to 1 percent of e_s only at L ≈ 33 µm. This uses L_min = 13.6 µm; with the wide-strip value of 13.2 µm the same formula gives about 32 µm.

**Variation 1: an interface that yields elastically before it slips**

*Question.* Suppose that the traction is t = ks until it reaches τ, with a rough stiffness k = 75 TPa/m for graphene on polyester. What strain does the centre of the 13.6 µm strip reach, and how long must a strip be for 90 or 99 percent transfer?

*Solution.* Let the unslipped zone be |x| < a. Differentiating ds/dx = e_s − e and using E de/dx = −ks gives

d²s/dx² = −de/dx = ks/E = s/ℓ², with ℓ = √(E/k) = 2.13 µm.

The slip is odd in x, so s = Aℓ sinh(x/ℓ), and

e = e_s − ds/dx = e_s − A cosh(x/ℓ).

At x = a the traction reaches τ, so kAℓ sinh(a/ℓ) = τ. Since kℓ² = E,

A = τℓ/[E sinh(a/ℓ)].

Beyond a the traction is τ, and the tension at a must be τ(L/2 − a). Equating this to E e(a) gives

E e_s − τℓ coth(a/ℓ) = τ(L/2 − a),

L/2 = E e_s/τ + a − ℓ coth(a/ℓ).

The centre strain is e_s − A. Because A is positive for every finite L, the centre approaches e_s but does not attain it. A minimum length now has a meaning only for a stated fraction f of the film strain.

These equations apply once the ends slip. Before that, the free-end condition e(L/2) = 0 gives A = e_s/cosh[L/(2ℓ)], and the end traction is kℓe_s tanh[L/(2ℓ)]. For L much greater than 2ℓ the hyperbolic tangent is close to 1, and slip begins at

e_s = τ/(kℓ) = τℓ/E = 0.313 percent.

The present 1.0 percent is well above this.

For L = L_min the length equation reduces to a = ℓ coth(a/ℓ), or z tanh z = 1 with z = a/ℓ. A numerical root search gives z = 1.1997. The shortfall is A = 0.313 percent/sinh z = 0.208 percent, so the centre reaches 0.79 percent strain.

For a chosen f, setting A = (1 − f)e_s gives

a = ℓ arcsinh{τℓ/[E e_s(1 − f)]}.

Inserted into the length equation, this yields L = 17 µm for f = 0.90 and L = 27 µm for f = 0.99. The increase of about 10 µm has a simple origin. When a is much larger than ℓ, A ≈ 2(τℓ/E) exp(−a/ℓ), so reducing the shortfall tenfold lengthens the strip by about 2ℓ ln 10 = 9.8 µm. In the opposite limit, ℓ → 0 at fixed f, the term ℓ coth(a/ℓ) tends to (1 − f)E e_s/τ while a tends to zero. Then L → fL_min, and the rigid result returns as f → 1.

*Beside the real case.* The parameters describe graphene on a polyester film, where a shear strength of about half a megapascal and the stiffness used here are rough typical values. The assumptions of a rigid interface and a rigid film both matter. If 99 percent of the applied strain is required at the centre, relaxing the first alone raises the length from 13.6 µm to 27 µm, and relaxing the second alone raises it to about 33 µm for a wide strip (about 32 µm once the sideways constraint on such a strip is also counted). The corrections for softening and sideways contraction each change the length by a few percent. Temperature also enters. For an assumed expansion difference of 7 × 10⁻⁵ per kelvin (oriented polyester films can have a much smaller one), warming by 10 K adds 0.07 percent misfit strain, and following this as well takes another 0.95 µm in the rigid model for a narrow strip. The misfit acts in both directions, so a wide stuck strip has E/(1 − ν) in place of E and needs about 1.15 µm. Fracture is remote for a sheet without serious flaws, since 3.40 N/m is 8.5 percent of a rough breaking load of 40 N/m. A different shear strength changes the rigid result in inverse proportion: at fixed E and e_s, half the strength requires twice the length.

**Variation 2: the film is overstretched and then relaxed**

*Question.* Return to the rigid interface and L = 13.6 µm. The film is taken to 1.5 percent and then back to 1.0 percent. What is the strain at the centre?

*Solution.* During stretching, friction limits the centre strain to τL/(2E) = 1.0 percent, however far the film goes beyond that. When the film begins to contract, the drive for outward slip disappears and the inner part sticks. It then follows the film, losing the strain Δ = 0.5 percent at every point:

e(d) = τd/E − Δ.

The slope is unchanged, so the traction there remains τ, which sticking permits. This profile cannot extend to the ends, where the tension must vanish. Near them the film slips inward, the friction is reversed, and e(d) = −τd/E. The two profiles meet where

−τd/E = τd/E − Δ, or d = EΔ/(2τ) = 1.7 µm.

The reversed zones do not reach the centre, which is 6.8 µm from each end. Its strain is therefore

1.0 percent − 0.5 percent = 0.5 percent,

half of what the same strip has when the film is taken directly to 1.0 percent. The ends are now in compression, and the solution assumes that adhesion keeps them flat.

To return with the full 1.0 percent, the centre must have followed the film all the way to the peak strain. In the rigid model this requires L ≥ 2E × 0.015/τ = 20.4 µm. The formula for L_min with the final film strain thus holds for loading without overshoot; after this overshoot, the peak strain sets the length.

Numerical values quoted here were computed with a short program.
